Antiparallel dipole columns and the polarized needle on a cubic lattice

**Problem**

Identical point dipoles of fixed size p occupy a simple cubic lattice of constant a. Each dipole points along +z or −z, where z is a cube axis, and all dipoles in one column parallel to z point the same way. Compare two arrangements:

F: all columns point along +z, and the sample is a long needle along z.

A: the column at x = ia, y = ja has the sign (−1)^(i+j), so each column is antiparallel to its four nearest neighbours.

Show that A has the lower electrostatic energy per dipole, and find the difference. Evaluate it for a = 4.0 Å and p = 1.0 e·Å. What uniform field along z would make the two energies equal?

"Needle" means that the length goes to infinity at fixed width, and then the width goes to infinity. The order matters because the energy of a uniformly polarized body depends on its shape. No field is applied except in the last question.

The algebra uses atomic units, with 1/(4πε₀) = 1. Lengths are in units of a, energies in p²/a³ and fields in p/a³. For the given numbers the energy unit is

p²/a³ = 14.3996 × 1.0² / 4.0³ eV = 0.2250 eV.

**First estimate by scaling**

Two parallel dipoles along z, separated by a vector of length r with vertical component z, have the energy

u = (r² − 3z²)/r⁵.

Side by side at distance 1 this is +1; reversing one dipole makes it −1. Going from F to A therefore gains 2 for each nearest pair in the horizontal plane. A dipole has four such neighbours, and each pair is shared by two dipoles, so the estimated gain per dipole is

4 × 2 / 2 = 4, or 4 × 0.2250 eV = 0.90 eV.

The sign favours A. The size is doubtful, because the estimate ignores the other dipoles in the neighbouring column. At height n they contribute (1 − 2n²)/(1 + n²)^(5/2), which is negative for every n other than zero. They oppose the pair that was counted, so whole columns must be summed.

**Exact solution**

*The field within a column.* Let f be the local field at a dipole, counted positive along that dipole. The energy per dipole is

U = −f/2,

where the half prevents each pair from being counted twice. A dipole at distance n on the same column gives the field 2/n³. With dipoles above and below, the own-column field is

2 × Σₙ≥₁ 2/n³ = 4ζ(3) = 4.808.

It is the same in F and A.

*The field of another column.* At horizontal distance ρ, a unit dipole produces the vertical field

g(z) = (3z² − r²)/r⁵ = ∂²/∂z² (ρ² + z²)^(−1/2).

The Fourier integral of (ρ² + z²)^(−1/2) is 2K₀(|k|ρ), where K₀ is the modified Bessel function

K₀(s) = ∫₀^∞ exp(−s cosh t) dt > 0.

Two derivatives multiply the transform by −k², so

∫ g(z) e^(−ikz) dz = −2k² K₀(|k|ρ).

At k = 0 this vanishes: the integral of g is the difference of ∂(1/r)/∂z between the two ends, which is zero. Poisson summation replaces the sum over sites z = n by a sum of the transform over k = 2πm. The terms m and −m are equal, hence

Σₙ g(n) = −2 Σₘ≥₁ 2(2πm)² K₀(2πmρ) = −J(ρ),

J(ρ) = 16π² Σₘ≥₁ m² K₀(2πmρ).

Every term of J is positive. A parallel column thus produces a field opposed to the dipole, and an antiparallel column produces a supporting one. At large ρ, J falls essentially as exp(−2πρ): a smooth line of dipoles would have no lateral field, and only the graininess of the column is felt. The values are

J(1) = 0.1455, J(√2) = 0.0091, J(2) = 0.0002.

*The ordering.* Let the sums run over all columns except the one at the origin. Then

f_F = 4ζ(3) − Σ J(ρᵢⱼ),

f_A = 4ζ(3) − Σ (−1)^(i+j) J(ρᵢⱼ).

Using U = −f/2 and subtracting,

U_F − U_A = (f_A − f_F)/2 = ½ Σ [1 − (−1)^(i+j)] J(ρᵢⱼ).

The bracket is 2 when i + j is odd and 0 when it is even. Therefore

U_F − U_A = Σ_(i+j odd) J(ρᵢⱼ) > 0.

This proves that A lies below F. Numerically the sum is 0.5824, of which the four nearest columns supply 4J(1) = 0.5821.

*The energy of the needle.* The value of f_F can be found in closed form. Take first a large cube, |x|, |y|, |z| < w, centred on a site. Exchanging the axes shows that the sums of x²/r⁵, y²/r⁵ and z²/r⁵ are equal. Hence the sum of (3z² − r²)/r⁵ vanishes, and the uniformly polarized cube has no field at its centre.

Now extend the cube along z into a needle of the same width. The added sites all lie far from the centre. Measured in units of w their spacing is 1/w, and since g scales as the inverse cube of length, their sum becomes an integral as w → ∞. Because

∂/∂z (−z/r³) = (2z² − ρ²)/r⁵ = g,

the added part above the cube gives

∫∫ dx dy ∫_w^∞ g dz = ∫∫ w/(ρ² + w²)^(3/2) dx dy.

The right side is the solid angle of one cube face seen from the centre, 4π/6 = 2π/3. The part below gives the same, so

f_F = 4π/3 = 4.189, U_F = −2π/3 = −2.094.

Summing the columns directly gives the same f_F. For A,

f_A = 5.354, U_A = −2.677.

*Other shapes.* If the block ends at |z| = h instead of infinity, the upper limit of the integral subtracts the solid angle Ω of each end face:

f_F(centre) = 4π/3 − 2Ω.

For a plate several layers thick but much wider than its thickness, Ω tends to 2π and the field to −8π/3, which raises the energy of F. Direct sums over finite blocks show the trend: the central field of F is 4.106 for 41×41×401 sites, zero for 41×41×41, and −7.201 for 201×201×21. In A it stays between 5.352 and 5.354, because the charges on the end faces alternate in sign and their distant fields cancel.

A thick plate between short-circuited metal electrodes behaves like the needle in its interior: the electrode charge removes the average field, leaving the local field 4π/3. This is exact when each electrode lies half a lattice spacing beyond the outer layer, because the image dipoles then continue the lattice. For L layers and electrodes at distance d from the outer layers, the interior field of F is 4π/3 − 4π(2d − 1)/(L − 1 + 2d); for d = 1 and L = 101 it is 4.066. The comparison therefore also applies to such a plate in the thick limit, apart from layers near the electrodes, with a correction that falls only as the inverse thickness.

*Finite columns.* The ordering does not need infinite length. Let every column contain L dipoles at the same heights, and define S(k) = Σₙ e^(ikn) over those L sites. Writing the pair energy −g as an inverse Fourier integral gives, for two parallel columns, the coupling energy per dipole of one column

C(ρ) = (1/πL) ∫ k² K₀(|k|ρ) |S(k)|² dk > 0.

Reversing one of the two columns changes the sign of C. Uniform polarization makes every such term positive, so it has the highest energy of all column patterns in the same sample.

For blocks of 8×8×L sites, the total energies per dipole, ends included, are

L = 8: F 0.000, A −2.463

L = 80: F −1.844, A −2.627

L = 800: F −2.105, A −2.643

The last value for F lies slightly below the needle limit of −2.094. Columns on the sides lack repelling neighbours: one eighth of the nearest-neighbour couplings in each direction is missing, which lowers the energy by ½ × 4J(1)/8 = 0.036, or 0.041 when the missing couplings to more distant columns are included. The ends raise it, by an amount that falls roughly as 1/L, and at L = 800 this is less than the lowering from the sides.

*Other patterns.* Sheets of alternating sign, (−1)^i, have the energy −2.422, between F and A. For a modulation with phases qₓ and q_y per lattice step, the column coupling was evaluated on a 31×31 grid from 0 to π. It is smallest at qₓ = q_y = π, which is pattern A. This is numerical evidence about column patterns; it does not cover dipoles free to turn in other directions.

**Comparison, with numbers**

For the given lattice,

U_F = −2.094 × 0.2250 eV = −0.471 eV,

U_A = −2.677 × 0.2250 eV = −0.602 eV,

U_F − U_A = 0.131 eV per dipole.

The first estimate, 0.90 eV, had the right sign and the right dependence p²/a³, but was too large by a factor 4/0.5824 ≈ 7. The reason is the cancellation within each neighbouring column: the nearest dipole alone contributes 1 to the coupling, the whole column only 0.1455.

An applied field E along z adds −pE per dipole to F and nothing on average to A. With p and the applied field the same in both, the energies agree when

E = 0.131 eV / (1.0 e·Å) = 0.131 V/Å = 13.1 MV/cm.

This is a comparison of two energies, not a switching field. Nor does F directly replace A as the lowest state there: at this field some patterns with a quarter of the columns along −z lie slightly below both. Without the applied field, and far from the ends, reversing a single dipole costs twice its local-field energy, 2f: 1.89 eV in F and 2.41 eV in A. Both are far above kT = 0.026 eV at 300 K. The interior of F is thus stable against single reversals although F is not the lowest state. In the middle of the end face of a wide needle this fails: the nearby face charge adds a field of about −2π, which outweighs 4π/3, so a dipole there gains energy by reversing. On the axis the field is about 4π/3 − Ω, with Ω the solid angle of the near face, and it stays negative to a depth of roughly a fifth of the needle's width. The energies alone do not give the path or rate of switching. The gap per dipole is about 5 kT.

**What changes in a real ferroelectric**

The chosen values give F a polarization of 25 µC/cm², roughly that of barium titanate at room temperature, whose cell is also about 4 Å wide. Yet barium titanate is ferroelectric there, with parallel polarization inside each domain, so the point-dipole ordering cannot be carried over to it. The equal-energy field is also about four times a rough breakdown limit of 3 MV/cm for thin films; bulk samples usually break down at lower fields. Two of the model's omissions can be sized with the same numbers.

The first is electronic polarizability. Give each site a polarizability α, in units of a³. In the needle geometry a purely electronic response obeys P = α(E + 4πP/3), and ε = 1 + 4πP/E then gives

α = (3/4π)(ε − 1)/(ε + 2) = 0.136

for a rough high-frequency permittivity ε = 5. With a permanent part p₀ and an induced part x, both in units of p, the energy is

W = −f(p₀ + x)²/2 + x²/(2α).

Setting dW/dx = 0 gives x = αf(p₀ + x), so p₀ + x = p₀/(1 − αf). Substitution yields

W = −½ f p₀²/(1 − αf), valid for αf < 1.

Keeping the total dipole in F equal to p requires p₀ = 1 − αf_F = 0.429. With this p₀ held fixed in both arrangements, the gap rises from 0.131 to 0.208 eV. The total dipole is then p in F but p₀/(1 − αf_A) = 1.59p in A, where the larger local field induces more.

The second omission is the spread of the dipole over several ions, and it can matter far more. Suppose each column carries p/2 at height 0 and p/2 at height a/2 in every cell. A vertical shift of a/2 multiplies term m of J by cos(πm) = (−1)^m. Half of the site pairs are shifted, so each term acquires the factor

[1 + (−1)^m]/2,

which removes the dominant term m = 1. The removal is complete only for equal shares: with shares s and 1 − s, each column's amplitude for m = 1 is s − (1 − s), and the term keeps the factor (2s − 1)². For equal shares the result is as follows. The gap falls to 0.69 meV, about 0.5% of its former value. A remains lower in this split model, but by so little that other interactions can easily decide the order. Perovskites also have ions beside the columns and short-range forces between ions, neither of which is included here.

The individual sums and energies are listed in the numerical output below.

Table of computed values

```
LATTICE SUMS (fields in p/a^3, energies in p^2/a^3 per dipole)
own-column field 4 zeta(3)        4.808228
J at distance a                   0.145515
J at distance sqrt(2) a           0.009067
J at distance 2a                  0.000193
local field, F needle             4.188790
4 pi/3                            4.188790
local field, A                    5.353577
local field, alternating sheets   4.843722
energy U_F                        -2.094395
energy U_A                        -2.676789
energy, alternating sheets        -2.421861
S_odd = U_F - U_A                 0.582394
four nearest columns alone, 4J    0.582061
CENTRE FIELDS OF BLOCKS (p/a^3)
needle 41x41x401: F 4.1060, A 5.3535
cube   41x41x41: F 0.0000, A 5.3527
slab   201x201x21: F -7.2009, A 5.3536
TOTAL ENERGY PER DIPOLE OF BLOCKS (p^2/a^3)
8x8x8: F 0.0000, A -2.4625
8x8x80: F -1.8438, A -2.6265
8x8x800: F -2.1051, A -2.6429
WORKED EXAMPLE (rough perovskite regime)
lattice constant a                4.0 angstrom
dipole p                          1.0 e angstrom
polarization of F                 25.0 uC/cm2
e^2/(4 pi eps0)                   14.3996 eV angstrom
energy unit p^2/a^3               0.2250 eV
U_F                               -0.4712 eV
U_A                               -0.6023 eV
gap U_F - U_A                     0.1310 eV
field of equal energy             13.10 MV/cm
NEGLECTED EFFECTS
rough breakdown field (input)     3.0 MV/cm
equal-energy field / breakdown    4.4
temperature (input)               300 K
kT                                0.0259 eV
gap / kT                          5.07
reversing one dipole in F         1.885 eV
reversing one dipole in A         2.409 eV
rough permittivity (input)        5.0
site polarizability alpha/a^3     0.1364
permanent part p0/p               0.4286
gap with polarizable sites        0.2082 eV
gap, dipole split over 0 and a/2  0.694 meV
split gap / point-dipole gap      0.00530
```
